# DC self-bias of an asymmetric radiofrequency discharge from voltage extrema: test program

```python
"""
Result under test: the dc self-bias of a capacitive rf discharge,
    eta = -(phi_max + eps*phi_min)/(1 + eps),
and its value -66.7 V for eps = 0.5 and a 200 V sinusoid.
phi: rf voltage of the powered electrode against ground, zero mean.
u_p, u_g: plasma potential minus potential of powered / grounded electrode.
eps = max(u_g)/max(u_p).

Independent road: a sheath model whose bias follows from zero dc current.
Uniform ion density in each sheath makes u proportional to charge squared.
Charges are in units of the powered-sheath charge at 1 V, time in rf periods,
voltages in V. area_ratio = powered area / grounded area.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

# Round model parameters, SI except electron temperature in eV
frequency = 13.56e6
electron_temp = 3.0
ion_density = 3.0e15
ion_mass = 40.0 * const.atomic_mass
bulk_density = 5.0e15
bulk_length = 0.03
collision_rate = 5.0e7
amplitude = 200.0
eps_target = 0.5

period = 1.0 / frequency
bohm_speed = math.sqrt(const.e * electron_temp / ion_mass)
charge_unit = math.sqrt(2 * const.e * const.epsilon_0 * ion_density)  # C/m2
ion_loss = const.e * ion_density * bohm_speed * period / charge_unit
thermal_speed = math.sqrt(8 * const.e * electron_temp
                          / (math.pi * const.m_e))
flux_ratio = 0.25 * thermal_speed / bohm_speed
floating_voltage = electron_temp * math.log(flux_ratio)


def bias_formula(phi_max, phi_min, eps):
    return -(phi_max + eps * phi_min) / (1 + eps)


def integrate(wave, eta, area_ratio, steps=300, cycles=20):
    """Integrate total sheath charge; return traces of the last period."""
    r2 = area_ratio ** 2
    half_grid = np.arange(2 * steps) / (2 * steps)
    voltage = (wave(2 * np.pi * half_grid) + eta).tolist()
    voltage.append(voltage[0])
    exp, sqrt = math.exp, math.sqrt

    def split(total, v):
        # Share the charge so that u_g - u_p equals the electrode voltage
        root = sqrt(max(r2 * total * total + (r2 - 1) * v, 0.0))
        q_p = (r2 * total * total - v) / (r2 * total + root)
        return min(max(q_p, 0.0), total)

    def currents(total, v):
        q_p = split(total, v)
        u_p = q_p * q_p
        u_g = r2 * (total - q_p) ** 2
        j_p = ion_loss * (flux_ratio * exp(-u_p / electron_temp) - 1)
        j_g = (ion_loss / area_ratio
               * (flux_ratio * exp(-u_g / electron_temp) - 1))
        return j_p, j_g, q_p, u_p, u_g

    def rate(total, v):
        result = currents(total, v)
        return result[0] + result[1]

    total = 1.1 * max(sqrt(max(max(voltage), 0.0)) / area_ratio,
                      sqrt(max(-min(voltage), 0.0)))
    h = 1.0 / steps
    rows = []
    start = total
    for cycle in range(cycles):
        start = total
        for k in range(steps):
            v0, v1, v2 = voltage[2*k], voltage[2*k + 1], voltage[2*k + 2]
            if cycle == cycles - 1:
                rows.append(currents(total, v0))
            k1 = rate(total, v0)
            k2 = rate(total + 0.5 * h * k1, v1)
            k3 = rate(total + 0.5 * h * k2, v1)
            k4 = rate(total + h * k3, v2)
            total += h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return np.array(rows).T, abs(total - start) / total


def solve_discharge(wave, size, area_ratio, steps=300):
    """Find the bias at which the powered electrode draws no dc current."""
    def dc_current(eta):
        return integrate(wave, eta, area_ratio, steps)[0][0].mean()

    eta = brentq(dc_current, -0.9 * size, 0.5 * size, xtol=1e-5)
    trace, drift = integrate(wave, eta, area_ratio, steps)
    j_p, j_g, q_p, u_p, u_g = trace
    assert drift < 1e-4
    assert abs(j_p.mean()) < 1e-3 * ion_loss
    assert abs(j_g.mean()) < 1e-2 * ion_loss
    assert u_p.min() > 0 and u_g.min() > 0
    assert u_p.min() < floating_voltage and u_g.min() < floating_voltage
    phi = wave(2 * np.pi * np.arange(steps) / steps)
    # The electrode voltage must really be met by the two sheaths
    assert np.max(np.abs(u_g - u_p - phi - eta)) < 1e-6
    top, bottom = int(np.argmax(phi)), int(np.argmin(phi))
    eps = u_g.max() / u_p.max()
    ideal = bias_formula(phi.max(), phi.min(), eps)
    shift = (eps * u_g[bottom] - u_p[top]) / (1 + eps)
    return dict(eta=eta, eps=eps, ideal=ideal, shift=shift, j_p=j_p,
                q_p=q_p, u_p=u_p, u_g=u_g, top=top, bottom=bottom)


def sine(size):
    return lambda angle: size * np.cos(angle)


# Symbolic solution of the two collapse conditions
s_max, s_min, s_eps, s_eta, s_up = sp.symbols("s_max s_min s_eps s_eta s_up")
solution = sp.solve([s_max + s_eta - s_eps * s_up, s_min + s_eta + s_up],
                    [s_eta, s_up], dict=True)[0]
assert sp.simplify(solution[s_eta] - bias_formula(s_max, s_min, s_eps)) == 0

eta_ideal = bias_formula(amplitude, -amplitude, eps_target)
ground_ideal = amplitude + eta_ideal
powered_ideal = amplitude - eta_ideal
assert abs(eta_ideal + 66.7) < 0.05
assert abs(ground_ideal / powered_ideal - eps_target) < 1e-12

# Choose the area ratio that gives the required sheath-voltage ratio
ratio = brentq(lambda r: solve_discharge(sine(amplitude), amplitude, r)["eps"]
               - eps_target, 0.45, 0.95, xtol=1e-5)
main = solve_discharge(sine(amplitude), amplitude, ratio)
fine = solve_discharge(sine(amplitude), amplitude, ratio, steps=600)
high = solve_discharge(sine(4 * amplitude), 4 * amplitude, ratio)
equal = solve_discharge(sine(amplitude), amplitude, 1.0)
dual = solve_discharge(
    lambda a: 0.5 * amplitude * (np.cos(a) + np.cos(2 * a)), amplitude, 1.0)

assert abs(main["eps"] - eps_target) < 1e-3
assert abs(fine["eta"] - main["eta"]) < 0.05
assert abs(equal["eta"]) < 0.05
assert dual["eta"] < -20
for case in (main, high, dual):
    bound = max(1, case["eps"]) * floating_voltage / (1 + case["eps"])
    assert abs(case["eta"] - case["ideal"]) < bound
    # Sheath maxima lag the voltage extrema slightly, hence 1 V
    assert abs(case["eta"] - case["ideal"] - case["shift"]) < 1.0
deviation = main["eta"] - eta_ideal
deviation_high = high["eta"] - high["ideal"]
assert abs(deviation_high) / (4 * amplitude) < abs(deviation) / amplitude
assert abs(high["eps"] - ratio**2) < abs(main["eps"] - ratio**2)

# Size the neglected bulk drop from electron inertia and collisions
steps = len(main["q_p"])


def time_derivative(values):
    return (np.roll(values, -1) - np.roll(values, 1)) * steps / 2


current = main["j_p"] - time_derivative(main["q_p"])
density = current * charge_unit / period
density_rate = time_derivative(density) / period
bulk_drop = (const.m_e * bulk_length / (const.e**2 * bulk_density)
             * (density_rate + collision_rate * density))
bulk_top, bulk_bottom = bulk_drop[main["top"]], bulk_drop[main["bottom"]]
bulk_shift = (bulk_top + eps_target * bulk_bottom) / (1 + eps_target)
assert abs(bulk_shift) < 0.05 * abs(eta_ideal)
ion_plasma_frequency = math.sqrt(ion_density * const.e**2
                                 / (const.epsilon_0 * ion_mass))
ion_response = ion_plasma_frequency / (2 * math.pi * frequency)
assert ion_response < 0.3


def show(label, value, unit="", digits=1):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("rf amplitude", amplitude, "V")
show("symmetry parameter", eps_target)
show("frequency", frequency / 1e6, "MHz", 2)
show("electron temperature", electron_temp, "eV")
show("sheath ion density", ion_density / 1e15, "10^9 cm^-3")
show("ion mass", ion_mass / const.atomic_mass, "u")
show("bulk electron density", bulk_density / 1e15, "10^9 cm^-3")
show("bulk length", bulk_length * 100, "cm")
show("electron collision rate", collision_rate / 1e7, "10^7 s^-1")
print("IDEAL FORMULA")
show("self-bias", eta_ideal, "V")
show("maximum grounded-sheath voltage", ground_ideal, "V")
show("maximum powered-sheath voltage", powered_ideal, "V")
show("sum of sheath maxima", ground_ideal + powered_ideal, "V")
print("SHEATH MODEL, SAME SYMMETRY PARAMETER")
show("area ratio powered/grounded", ratio, digits=3)
show("squared area ratio", ratio**2, digits=3)
show("computed symmetry parameter", main["eps"], digits=3)
show("self-bias from zero dc current", main["eta"], "V")
show("model minus ideal bias", deviation, "V")
show("shift predicted from residual voltages", main["shift"], "V")
show("powered residual at positive extremum", main["u_p"][main["top"]], "V")
show("grounded residual at negative extremum",
     main["u_g"][main["bottom"]], "V")
show("maximum grounded-sheath voltage in model", main["u_g"].max(), "V")
show("maximum powered-sheath voltage in model", main["u_p"].max(), "V")
show("mean powered-sheath voltage", main["u_p"].mean(), "V")
show("mean grounded-sheath voltage", main["u_g"].mean(), "V")
show("dc floating voltage", floating_voltage, "V")
print("OTHER CASES")
show("equal electrodes, sinusoid: size of bias", abs(equal["eta"]), "V", 2)
show("high-amplitude case: amplitude", 4 * amplitude, "V")
show("high-amplitude case: symmetry parameter", high["eps"], digits=3)
show("high-amplitude case: model bias", high["eta"], "V")
show("high-amplitude case: formula bias", high["ideal"], "V")
show("two harmonics, equal electrodes: amplitude of each",
     0.5 * amplitude, "V")
show("two harmonics: symmetry parameter", dual["eps"], digits=3)
show("two harmonics: model bias", dual["eta"], "V")
show("two harmonics: formula bias", dual["ideal"], "V")
print("NEGLECTED EFFECTS")
show("bulk drop at positive extremum", bulk_top, "V", 2)
show("bulk drop at negative extremum", bulk_bottom, "V", 2)
show("estimated bias shift from bulk", bulk_shift, "V", 2)
show("ion plasma frequency / rf frequency", ion_response, digits=3)
print("all assertions hold")
```

Running it gives:

```
INPUTS
rf amplitude: 200.0 V
symmetry parameter: 0.5
frequency: 13.56 MHz
electron temperature: 3.0 eV
sheath ion density: 3.0 10^9 cm^-3
ion mass: 40.0 u
bulk electron density: 5.0 10^9 cm^-3
bulk length: 3.0 cm
electron collision rate: 5.0 10^7 s^-1
IDEAL FORMULA
self-bias: -66.7 V
maximum grounded-sheath voltage: 133.3 V
maximum powered-sheath voltage: 266.7 V
sum of sheath maxima: 400.0 V
SHEATH MODEL, SAME SYMMETRY PARAMETER
area ratio powered/grounded: 0.636
squared area ratio: 0.405
computed symmetry parameter: 0.500
self-bias from zero dc current: -68.5 V
model minus ideal bias: -1.9 V
shift predicted from residual voltages: -1.8 V
powered residual at positive extremum: 7.1 V
grounded residual at negative extremum: 8.8 V
maximum grounded-sheath voltage in model: 138.7 V
maximum powered-sheath voltage in model: 277.3 V
mean powered-sheath voltage: 126.9 V
mean grounded-sheath voltage: 58.4 V
dc floating voltage: 14.0 V
OTHER CASES
equal electrodes, sinusoid: size of bias: 0.00 V
high-amplitude case: amplitude: 800.0 V
high-amplitude case: symmetry parameter: 0.450
high-amplitude case: model bias: -305.4 V
high-amplitude case: formula bias: -303.7 V
two harmonics, equal electrodes: amplitude of each: 100.0 V
two harmonics: symmetry parameter: 1.090
two harmonics: model bias: -35.3 V
two harmonics: formula bias: -37.1 V
NEGLECTED EFFECTS
bulk drop at positive extremum: -1.44 V
bulk drop at negative extremum: 0.77 V
estimated bias shift from bulk: -0.71 V
ion plasma frequency / rf frequency: 0.134
all assertions hold
```
